# Thermoelectric Melt Forcing at a Curved Crystal-Melt Interface in a Transverse Field

## 1. A loop through two points of the interface

A crystal lies below its melt. Take two points A and B on the interface, and a closed path that runs from A to B through the melt and returns from B to A through the crystal. The crystal has Seebeck coefficient \(S_s\) and the melt \(S_l\), each uniform. With the melt at rest, Ohm's law is

\[
\mathbf J=\sigma(\mathbf E-S\nabla T),\qquad \mathbf E=-\nabla\phi ,
\]

where \(\phi\) is the electrochemical voltage, the quantity a voltmeter compares. It is continuous across an interface without contact resistance. Dividing by \(\sigma\) and integrating round the loop removes \(\mathbf E\), because \(\phi\) returns to its starting value:

\[
\oint\frac{\mathbf J}{\sigma}\cdot d\mathbf l
=-S_l(T_B-T_A)-S_s(T_A-T_B)
=\Delta S\,(T_B-T_A),\qquad \Delta S=S_s-S_l .
\]

The electromotive force depends on the two interface temperatures and not on the shape of the interface between them. If \(T_A=T_B\), it vanishes, however curved the interface is.

The sign can be read off as well. Let B be hotter and \(\Delta S<0\). The integral is then negative, so the current runs against the chosen path: from B to A in the melt, and from A to B in the crystal. Current enters the melt at the hot point and leaves it at the cold one.

## 2. Curvature alone gives no current

Suppose the whole interface is at one temperature \(T_0\). Try

\[
\phi=-S_s(T-T_0)\ \text{in the crystal},\qquad \phi=-S_l(T-T_0)\ \text{in the melt}.
\]

Both expressions vanish at the interface, so \(\phi\) is continuous. In each phase \(-\nabla\phi-S\nabla T=0\), so \(\mathbf J=0\).

No other current is possible if none passes the outer boundary. Let \(\chi\) be the difference of two solutions for \(\phi\). The thermoelectric terms cancel, leaving \(\nabla\cdot(\sigma\nabla\chi)=0\). Multiplying by \(\chi\) and integrating by parts gives \(\int\sigma|\nabla\chi|^2dV=0\), so \(\chi\) is constant.

A curved interface therefore needs a temperature variation along it. In an alloy or a doped melt, composition can supply this, because the liquidus temperature depends on composition. In a pure melt in local equilibrium, only the small capillary shift remains.

## 3. The temperature along a shallow ridge

Let \(z\) point from crystal to melt, and let the interface be

\[
z=h(x)=a\cos kx,\qquad ka\ll1 .
\]

Both phases are deep compared with \(1/k\). The shape is steady and grows at speed \(V\). Heat carried by growth and flow is neglected, as is Joule heat, so \(\nabla^2T=0\) in each phase. The composition is assumed to match the interface temperature found below; the solute field that maintains it is not solved here.

With far gradients \(G_s,G_l\), write

\[
T_s=T_0+G_sz+A_se^{kz}\cos kx,\qquad
T_l=T_0+G_lz+A_le^{-kz}\cos kx .
\]

To first order in \(a\), equality of temperature at \(z=h\) requires

\[
G_sa+A_s=G_la+A_l .
\]

The latent heat released per unit horizontal area is \(\rho LV\), with \(\rho\) the density (taken equal in both phases) and \(L\) the latent heat per mass. With heat conductivities \(K_s,K_l\), the heat balance is

\[
K_s\partial_zT_s-K_l\partial_zT_l=\rho LV .
\]

Its uniform part is \(K_sG_s-K_lG_l=\rho LV\). Its \(\cos kx\) part is \(K_skA_s+K_lkA_l=0\), so \(A_s=-K_lA_l/K_s\). Inserting this into the temperature condition gives

\[
A_l=\frac{K_s(G_s-G_l)}{K_s+K_l}\,a .
\]

The interface temperature is \(T_i=T_0+(G_la+A_l)\cos kx\). Adding the two terms over the common denominator,

\[
T_i-T_0=G^*h,\qquad
G^*=\frac{K_sG_s+K_lG_l}{K_s+K_l}. \tag{1}
\]

The wavelength has dropped out. To first order, (1) therefore holds for any shallow shape built from such waves. For \(G^*>0\) a crest, which reaches into the melt, is hotter than a trough.

## 4. The current

Define \(\Phi=\phi+ST\) in each phase. Ohm's law becomes \(\mathbf J=-\sigma\nabla\Phi\), and charge conservation \(\nabla\cdot\mathbf J=0\) gives \(\nabla^2\Phi=0\). Since \(\phi\) is continuous, \(\Phi\) jumps by \(\Phi_s-\Phi_l=\Delta S\,T_i\). The constant part \(\Delta S\,T_0\) is absorbed by constants in the two phases. The varying parts are

\[
\Phi_s=P_se^{kz}\cos kx,\qquad \Phi_l=P_le^{-kz}\cos kx .
\]

They are already of first order, so the interface conditions may be applied at \(z=0\). Continuity of \(J_z\) and the jump give

\[
-\sigma_skP_s=\sigma_lkP_l,\qquad P_s-P_l=\Delta S\,G^*a .
\]

The first yields \(P_s=-\sigma_lP_l/\sigma_s\). The second then reads \(-P_l(\sigma_l+\sigma_s)/\sigma_s=\Delta S\,G^*a\), so that

\[
\sigma_lP_l=-\sigma_e\Delta S\,G^*a,\qquad
\sigma_e=\frac{\sigma_s\sigma_l}{\sigma_s+\sigma_l}.
\]

In the melt, \(\mathbf J=-\nabla\psi\) with \(\psi=\sigma_lP_le^{-kz}\cos kx\). Differentiation gives

\[
J_z=J_0e^{-kz}\cos kx,\quad
J_x=J_0e^{-kz}\sin kx,\quad
J_0=-\sigma_e\Delta S\,G^*ka . \tag{2}
\]

For \(\Delta S<0\) and \(G^*>0\), current rises into the melt over the hot crest, as the loop showed. If one phase conducts much worse than the other, \(\sigma_e\) tends to the smaller conductivity: the poorer conductor limits the circuit. If the crystal is an insulator, the current vanishes.

The crest has \(h''=-k^2a\), so \(J_0=\sigma_e\Delta S\,G^*h''/k\). The curvature at one point does not fix the current; the width of the ridge matters too.

At the wall, \(\psi=-\sigma_e\Delta S(T_i-T_0)\). This relation contains no \(k\), so it holds point by point for any shallow shape.

## 5. Which part of the force moves the melt

Apply a uniform field perpendicular to \(z\). Let \(B_\parallel\) be its component along \(x\), across the ridges, and \(B_t\) its component along \(y\), parallel to the ridges. Since \(J_y=0\), the force per volume is

\[
\mathbf J\times\mathbf B=
\left(-J_zB_t,\;J_zB_\parallel,\;J_xB_t\right).
\]

Consider first the terms in \(B_t\), and take the pressure \(p=-J_xB_t/k\). From (2), \(\partial_xJ_x=kJ_z\) and \(\partial_zJ_x=-kJ_x\). Hence

\[
\partial_xp=-J_zB_t,\qquad \partial_zp=J_xB_t .
\]

This pressure balances the whole \(B_t\) force with the melt at rest. A field along long, straight ridges therefore drives no flow, although \(\mathbf J\times\mathbf B\) is not zero.

The remaining force, \(J_zB_\parallel\hat{\mathbf y}\), has no divergence and no component into the wall. It does have a curl, since \(J_z\) varies with \(x\) and \(z\), so pressure cannot balance it. For a wave in any horizontal direction \(\hat{\mathbf k}\), the driving force is

\[
\mathbf f_{\rm drive}=J_z\,(\hat{\mathbf k}\cdot\mathbf B)\;\hat{\mathbf z}\times\hat{\mathbf k}. \tag{3}
\]

When \(\mathbf B\) lies along \(\hat{\mathbf k}\), equations (2) and (3) give at a crest

\[
\mathbf f_{\rm drive}=(S_l-S_s)\,\sigma_eG^*ka\,e^{-kz}\;\hat{\mathbf z}\times\mathbf B . \tag{4}
\]

For \(S_l>S_s\) and \(G^*>0\), melt over crests is pushed along \(\hat{\mathbf z}\times\mathbf B\), and melt over troughs the opposite way. Reversing the field, the temperature gradient or the sign of \(\Delta S\) reverses both.

## 6. A round dome

A dome-shaped interface contains waves in all horizontal directions. A convenient shallow dome, with \(h_0\ll d\), is

\[
h=\frac{h_0d}{\sqrt{r^2+d^2}},\qquad
\psi=-\sigma_e\Delta S\,G^*\frac{h_0d}{\sqrt{r^2+(z+d)^2}} .
\]

This \(\psi\) satisfies Laplace's equation in the melt, being the potential of a point source at depth \(d\) below the wall, and it has the required wall value. The current crosses the whole wall in one direction and returns only far away, so the formula needs a container much wider than \(d\). An insulating side wall at \(r=5d\), for example, lowers \(J_z\) on the axis at \(z=d/2\) by about a tenth. On the axis,

\[
J_z=-\partial_z\psi=-\sigma_e\Delta S\,G^*\frac{h_0d}{(z+d)^2}.
\]

By symmetry, waves of every orientation contribute equally to \(J_z\) on the axis. Equation (3) must therefore be averaged over the angle of \(\hat{\mathbf k}\). If \(\theta\) is its angle from \(\mathbf B\), the component of \((\hat{\mathbf k}\cdot\mathbf B)\hat{\mathbf k}\) along \(\mathbf B\) is \(B\cos^2\theta\), with mean \(B/2\). The component across \(\mathbf B\) is \(B\sin\theta\cos\theta\), with mean zero. So

\[
\mathbf f_{\rm drive}(r=0)=\tfrac12J_z\,\hat{\mathbf z}\times\mathbf B . \tag{5}
\]

The direction is that of the ridge crest, but pressure takes up half of the force. For a dished interface, \(h_0<0\), the melt on the axis is pushed the other way.

## 7. The flow over ridges

Let \(\mathbf B=B\hat{\mathbf x}\) and \(F_0=J_0B\). Seek a steady velocity \(u(z)\cos kx\) along \(y\). It does not vary along its own direction, so \((\mathbf u\cdot\nabla)\mathbf u=0\), and inertia is absent from this parallel flow. With viscosity \(\mu\),

\[
\mu(u''-k^2u)+F_0e^{-kz}=0,\qquad u(0)=0 .
\]

Try \(u=cze^{-kz}\). Then \(u''=c(k^2z-2k)e^{-kz}\), so \(u''-k^2u=-2kc\,e^{-kz}\), and \(c=F_0/(2\mu k)\). Thus

\[
u=\frac{F_0}{2\mu k}\,ze^{-kz},\qquad
u_{\max}=\frac{F_0}{2e\mu k^2}\ \text{ at } z=\frac1k . \tag{6}
\]

Here \(e\) is the base of natural logarithms. The melt slides along the ridges in alternating directions. While the flow stays parallel and nothing varies along \(y\), it does not change the temperature or composition at any point, because the melt moves along lines on which both are constant. For this flow to mix the melt, it needs ends, uneven ridges or an instability. Buoyancy can also drive rolls across the ridges, which carry melt across these lines.

The motion also induces a current. Since \(\hat{\mathbf y}\times\hat{\mathbf x}=-\hat{\mathbf z}\), the motional term \(\sigma_l\mathbf u\times\mathbf B\) opposes \(J_z\) wherever the flow follows the force. With \(u\sim J_0B/(\mu k^2)\), its size relative to \(J_0\) is

\[
\frac{\sigma_luB}{J_0}\sim\frac{\sigma_lB^2}{\mu k^2}=\mathrm{Ha}^2,\qquad
\mathrm{Ha}=\frac Bk\sqrt{\frac{\sigma_l}{\mu}} .
\]

Equation (6) needs a small Hartmann number \(\mathrm{Ha}\). In stronger fields the velocity no longer grows in proportion to \(B\).

## 8. Peltier heat acts back

Current also carries heat, with flux \(\mathbf q=-K\nabla T+ST\mathbf J\). At the interface this releases an extra \(T_m\Delta S\,J_z\) per area, where \(T_m\) is the melting temperature. Let \(\hat T\) be the amplitude of \(T_i\). Then \(A_s=\hat T-G_sa\), \(A_l=\hat T-G_la\), and the current amplitude is \(-\sigma_e\Delta S\,k\hat T\). The varying part of the heat balance becomes

\[
k\left[(K_s+K_l)\hat T-(K_sG_s+K_lG_l)a\right]
=-T_m\Delta S^2\sigma_ek\hat T .
\]

Dividing by \(k(K_s+K_l)\) and collecting \(\hat T\),

\[
\hat T=\frac{G^*a}{1+Z},\qquad
Z=\frac{T_m\Delta S^2\sigma_e}{K_s+K_l}.
\]

The Peltier heat weakens the temperature variation for either sign of \(\Delta S\), because \(\Delta S\) enters squared.

## 9. Numbers for a germanium-rich Ge-Si melt

The material values are rough ones for germanium near melting:

- \(T_m=1211\) K, \(\rho=5500\) kg/m³, \(\mu=0.7\) mPa s
- \(S_s=-100\) and \(S_l=-5\) µV/K
- \(\sigma_s=1200\) and \(\sigma_l=15000\) S/cm
- \(K_s=17\) and \(K_l=45\) W/(m K)

The chosen conditions are \(a=0.1\) mm, wavelength 4 mm, \(G_l=20\) K/cm, \(V=1\) mm/h and \(B=10\) mT across the ridges. Hence \(ka=0.157\) and \(1/k=0.637\) mm.

With a heat of fusion of 37 kJ/mol and a molar mass of 72.6 g/mol, the heat balance gives \(G_s=53.4\) K/cm. Then

\[
G^*=\frac{17(53.4)+45(20)}{17+45}\approx29.2\ \text{K/cm},
\]

and the interface temperature amplitude is \(G^*a=0.29\) K.

The silicon variation that this requires follows from the dilute liquidus. Let \(C\) be the silicon mole fraction in the melt and \(\kappa C\) that in the crystal, with \(\kappa=5.5\). For ideal dilute solutions, equal chemical potentials of germanium in the two phases give \(\Delta H\,\delta T/T_m=RT_m(\kappa-1)C\), with \(\Delta H\) the molar heat of fusion. The slope is therefore

\[
\frac{\delta T}{C}=\frac{(\kappa-1)RT_m^2}{\Delta H}\approx14.8\ \text{K/at\%}.
\]

The required amplitude is 0.020 at% silicon, with more silicon in the melt at the crests. The value of \(\kappa\) is uncertain. An ideal solution built from the heats of fusion of germanium and silicon gives \(\kappa\approx4\) and a slope near 10 K/at%. This would raise the amplitude by about half and roughly double the mean content in the melt found below. For a given \(G^*a\), the current, force and velocity do not depend on \(\kappa\).

This is the variation along the interface, not the mean silicon content. If growth and diffusion maintain it, the solute balance at the interface is \(D\,\partial_zC=(\kappa-1)VC\), with \(D\) the diffusion coefficient in the melt. Taking the vertical gradient as 0.020 at% per 0.1 mm and assuming \(D=10^{-8}\) m²/s gives a mean of about 1.6 at% in the melt at the interface and 9 at% in the crystal. Sideways diffusion between crests and troughs cancels about 9% of the variation, so a steady 4 mm ridge needs slightly more: about 1.7 at% in the melt and 9.5 at% in the crystal. In steady diffusive growth the melt far away must be as rich as the crystal. At such contents the pure-germanium values and the dilute slope are only rough guides.

This way of maintaining the variation has a limit. For the steady 4 mm ridge the liquidus temperature rises into the melt by about 32 K/cm. This exceeds the actual gradient of 20 K/cm, so the melt ahead of the interface is constitutionally undercooled, but that alone does not make a wave grow. By (1), a crest is hotter by \(G^*h\), so the liquidus gradient must be compared with \(G^*=29\) K/cm, with allowance for capillarity and sideways diffusion. The 4 mm wave is exactly marginal. Shorter waves lose a smaller share of their silicon variation, so they grow until capillarity stops them near 0.1 mm. A linear estimate for a wavelength of 0.2 mm gives growth by a factor \(e\) in about half an hour. The margin is thin: with a liquidus gradient of 29 K/cm the same estimate gives decay at wavelengths from 4 to 0.1 mm, the ridge included. The steady ridges are thus an idealization for times much shorter than this, not a shape that would last through a long growth run.

The effective conductivity is 1111 S/cm, or \(1.111\times10^5\) S/m, and \(\Delta S=-95\) µV/K. Equation (2) gives

\[
J_0=(1.111\times10^5)(95\times10^{-6})(2916)(0.1571)
\approx4.8\times10^3\ \text{A/m}^2,
\]

which is 0.48 A/cm². The crest force is \(F_0=J_0B\approx48\) N/m³ along \(\hat{\mathbf z}\times\mathbf B\), and (6) gives

\[
u_{\max}=\frac{48.35\,(0.6366\times10^{-3})^2}{2e\,(0.7\times10^{-3})}
\approx5.1\times10^{-3}\ \text{m/s},
\]

or about 5 mm/s. This is the speed of the ideal steady parallel flow, which is unstable under these conditions (section 10), so it is a scale and not a prediction.

## 10. What the example leaves out

**Slope, damping and Peltier heat.** A finite-element solution of the heat and charge equations on the actual curved interface changes the first-harmonic current by 0.3% relative to the small-slope law. Here \(\mathrm{Ha}=0.295\). Solving the coupled linear equations for flow and potential by Chebyshev collocation, with the motional current included, lowers the peak velocity by about 2.5% relative to (6). Since \(\mathrm{Ha}\) is proportional to \(B\), it reaches one near 34 mT for this wavelength. The Peltier ratio \(Z=0.020\) lowers the current by about 2%.

**Buoyancy.** Suppose \(z\) is vertical. A thermal expansion coefficient of \(10^{-4}\) K⁻¹, with the lateral melt temperature amplitude \(A_l\), gives a force scale of 0.5 N/m³. For silicon, take a fractional density change of 0.45 per unit mole fraction. Treating the whole silicon amplitude above as a lateral variation gives 4.8 N/m³, a tenth of \(F_0\). This is a high estimate if growth and diffusion maintain the composition, because most of the variation along the interface then comes from the vertical composition gradient. Lateral density differences can drive rolls across the ridges, which the parallel flow does not contain. If the silicon content rises upward, as in the estimate of section 9, the lighter melt lies on top and opposes these rolls. Their velocities are not calculated here.

**Inertia.** The Reynolds number \(\rho u_{\max}/(\mu k)\) is 26. Inertia is absent from the parallel flow itself, but it matters where the flow turns at a wall, and it can make the flow unstable. A linear stability calculation for the flow (6), without buoyancy or magnetic damping, gives disturbances that grow at about \(0.06\,ku_{\max}\), by a factor \(e\) in about 2 s. Growth remains when the stable silicon gradient of section 9 and an estimate of the magnetic damping are included. The steady parallel flow would therefore not persist in this example. Once the flow is unsteady it can also stir the silicon, and so change the composition and temperature along the interface. The same calculation still finds growth at a Reynolds number of 12, but decay at 6 for the disturbances tried. The viscous build-up time \(\rho/(\mu k^2)\) is 3.2 s, during which growth at 1 mm/h barely changes the shape.

**A nearly pure melt.** Capillarity lowers the temperature of a crest by \(\gamma T_mk^2a/(\rho L)\). For an interfacial energy \(\gamma=0.2\) J/m² this is 21 µK, or \(7\times10^{-5}\) of the alloy's temperature amplitude. The current shrinks in the same ratio and changes sign, because the crest is now the colder place. Such a ridge is not steady under the flat far isotherms of section 3: it melts back in a time \(\rho L/[k(K_s+K_l)G^*]\approx10\) s, and lasts only where the isotherms themselves are bent. Trace dopants lie between these cases. With the same liquidus slope, an amplitude of \(10^{-4}\) at% gives about 1.5 mK, or 0.5% of the forcing in the example.

**The real process.** The gradient and growth rate are chosen values. The Seebeck coefficients are rough, and an error in \(\Delta S\) passes in proportion into the current, force and velocity. Equation (1) assumes that the isotherms far from the interface are flat. Heat flow through the side of a crucible can bend them, and the interface may then nearly follow an isotherm. In that case the variation of \(T_i\) must be found from the composition along the interface, and it can differ from \(G^*h\) in size and sign. Endless straight ridges are a further idealization. An interface in a round crucible is closer to a dome or a dish, for which (5) halves the driving force on the axis at a given \(J_z\). If the interface is as wide as the crucible, the side walls also change the current paths and the pressure, and the deep-melt formulas then give at most a rough scale of the forcing near the axis, provided the actual variation of \(T_i\) is used. Facets, which can grow below the liquidus temperature, would add their own variation to \(T_i\); they are not included.
